# The density shift in CT-INT: mean expansion order and sign

Before an interaction-expansion (CT-INT) run for a Hubbard-type impurity, one number has to be chosen: the shift \(\delta\) that is subtracted from the densities in the interaction vertex. It does not change the physics. A larger \(\delta\) raises the sign-weighted mean number of vertices, which is the number the chain visits when no weight is negative, and each attempted insertion and each accepted removal costs a time that grows as the square of the number of vertices present. A smaller \(\delta\) can leave negative weights, and every average must then be divided by a mean sign. The theorem gives the sign-weighted mean number of vertices exactly and states two sufficient conditions for the absence of the sign.

## Assumptions and statement

The model is \(H=\epsilon_d(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow+H_{\rm bath}\) with \(U>0\). \(H_{\rm bath}\) contains finitely many levels and their hybridisation with the impurity; it is quadratic, real, number conserving and the same for both spins. Energies are counted from the chemical potential and traces run over Fock space. With \(\sigma=\pm1\) for \(\uparrow,\downarrow\), an auxiliary variable \(s=\pm1\) and \(\delta\ge0\), define
\[
\alpha_\sigma(s)=\tfrac12+\sigma s\delta,\qquad V=\frac U2\sum_{s}\big(n_\uparrow-\alpha_\uparrow(s)\big)\big(n_\downarrow-\alpha_\downarrow(s)\big).
\]
With \(x_\sigma=n_\sigma-\tfrac12\), \((x_\uparrow-s\delta)(x_\downarrow+s\delta)=x_\uparrow x_\downarrow+s\delta(x_\uparrow-x_\downarrow)-\delta^2\), and the term odd in \(s\) cancels in the sum, so \(V=U(x_\uparrow x_\downarrow-\delta^2)\). Since \(x_\uparrow x_\downarrow=n_\uparrow n_\downarrow-\tfrac12 n+\tfrac14\) with \(n=n_\uparrow+n_\downarrow\), let \(H_0\) be the quadratic part of \(H\) with the impurity level moved to \(e_0=\epsilon_d+U/2\). Then \(H_0+V=H+U/4-U\delta^2\). The constant drops out of all averages, and \(H_0\) does not depend on \(\delta\).

Let \(A(\tau)=e^{\tau H_0}Ae^{-\tau H_0}\), \(\langle\cdot\rangle_0={\rm Tr}[e^{-\beta H_0}\,\cdot\,]/Z_0\), and let \(T\) order later times to the left with a sign \(-1\) per exchange of fermion operators. The one-body matrix of \(H_0\) has eigenvalues \(\epsilon_a\) and impurity amplitudes \(u_a\), and \(f_a=1/(1+e^{\beta\epsilon_a})\). For one spin,
\[
g(\tau)=\langle Tc^\dagger(\tau)c(0)\rangle_0=\sum_a u_a^2f_ae^{\epsilon_a\tau}\quad(0\le\tau<\beta),\qquad g(0)=n_0 .
\]
For \(\tau<0\), \(g(\tau)=-\langle c(0)c^\dagger(\tau)\rangle_0=-\sum_au_a^2(1-f_a)e^{\epsilon_a\tau}\), which equals \(-g(\tau+\beta)\) because \(1-f_a=f_ae^{\beta\epsilon_a}\).

**Theorem.** Let \(Z={\rm Tr}\,e^{-\beta(H_0+V)}\).

(a) \(Z/Z_0=\sum_kc_k\), with \(c_k=\sum_{s_1\dots s_k}\int_{\beta>\tau_1>\dots>\tau_k>0}w_k\) and
\[
w_k=\Big(-\frac U2\Big)^k\det D^\uparrow\det D^\downarrow,\qquad D^\sigma_{ij}=g(\tau_i-\tau_j)-\alpha_\sigma(s_i)\delta_{ij}.
\]
(b) For a \(k\)-vertex configuration with \(M^\sigma=(D^\sigma)^{-1}\), the Metropolis ratios for inserting a vertex drawn uniformly and removing a vertex \(j\) drawn uniformly are
\[
R_{\rm ins}=-\frac{\beta U}{k+1}\,r_\uparrow r_\downarrow,\qquad R_{\rm rem}=-\frac{k}{\beta U}M^\uparrow_{jj}M^\downarrow_{jj},\qquad r_\sigma=d_\sigma-RM^\sigma C,
\]
where \(R\), \(C\), \(d_\sigma\) are the new row, column and corner of \(D^\sigma\).

(c) The signed mean order is
\[
\langle k\rangle\equiv\frac{\sum_kkc_k}{\sum_kc_k}=-\beta\langle V\rangle=\beta U\Big[\delta^2-\tfrac14+\tfrac12\langle n\rangle-\langle n_\uparrow n_\downarrow\rangle\Big].
\]
(d) All \(w_k\ge0\) if \(\delta\ge\tfrac12\), and for every \(\delta\) if the weights \(u_a^2\) are symmetric under \(\epsilon_a\to-\epsilon_a\). At \(\delta=0\) every nonzero \(w_k\) has the sign \((-1)^k\).

In (c) the interaction energy is that of the shifted \(V\), the operator that is expanded, and is different from \(U\langle n_\uparrow n_\downarrow\rangle\).

## Determinant weights

**Lemma 1 (Wick).** \(F=\langle T\,c^\dagger(\tau_1)c(\tau_1')\cdots c^\dagger(\tau_k)c(\tau_k')\rangle_0=\det[g(\tau_i-\tau_j')]\).

*Proof.* Let \(a_1,\dots,a_{2k}\) be linear in creators and annihilators, so that all anticommutators are numbers. Take first \(a_1\) an eigenmode, \(e^{-\beta H_0}a_1=e^{-\beta\eta}a_1e^{-\beta H_0}\), with \(\eta=\epsilon_a\) for a creator and \(-\epsilon_a\) for an annihilator. Let \(X=a_2\cdots a_{2k}\), and \(X_m\) the same product without \(a_m\). Moving \(a_1\) through the \(2k-1\) operators gives \(a_1X=\sum_{m=2}^{2k}(-1)^m\{a_1,a_m\}X_m-Xa_1\). Cyclicity of the trace gives \(\langle Xa_1\rangle_0=e^{\beta\eta}\langle a_1X\rangle_0\). Hence \(\langle a_1X\rangle_0=\sum_m(-1)^m\{a_1,a_m\}(1+e^{\beta\eta})^{-1}\langle X_m\rangle_0\). The case \(k=1\) identifies \(\{a_1,a_m\}/(1+e^{\beta\eta})=\langle a_1a_m\rangle_0\), so
\[
\langle a_1X\rangle_0=\sum_m(-1)^m\langle a_1a_m\rangle_0\langle X_m\rangle_0 ,
\]
and this holds for every linear \(a_1\) by linearity. The sign \((-1)^m\) is the sign of moving \(a_m\) to the front of \(X\), so the rule may be applied inside \(T\).

Now use induction on \(k\). Permuting the creators, or the annihilators, multiplies \(F\) and the determinant by the same sign, so the latest operator may be given label 1. Suppose it is \(c_1^\dagger\equiv c^\dagger(\tau_1)\). It pairs only with annihilators, by number conservation. Moving \(c_j\equiv c(\tau_j')\) to the front of \(c_1c_2^\dagger c_2\cdots c_j^\dagger\) passes \(2(j-1)\) operators, sign \(+1\). The remainder \((c_1c_2^\dagger)\cdots(c_{j-1}c_j^\dagger)\,c^\dagger_{j+1}c_{j+1}\cdots\) reaches standard form by \(j-1\) swaps, and by induction it is \((-1)^{j-1}\) times the minor without row 1 and column \(j\). The sum over \(j\) is the Laplace expansion along row 1. Suppose the latest operator is \(c_1\). Write \(T[c_1^\dagger c_1\cdots]=-T[c_1c_1^\dagger\cdots]\) and note \(-\langle c_1c_i^\dagger\rangle_0=g(\tau_i-\tau_1')\). For \(i>1\), moving \(c_i^\dagger\) forward passes \(2i-3\) operators, sign \(-1\), and the remainder \(c_1^\dagger(c_2^\dagger c_2)\cdots(c_{i-1}^\dagger c_{i-1})\,c_i\cdots\) needs \(i-2\) swaps. The total is \((-1)^{i-1}\), the expansion along column 1. \(\square\)

Setting \(\tau_i'=\tau_i-0\) turns each pair into \(n(\tau_i)\) and the diagonal entries into \(g(0)=n_0\).

**Proof of (a).** \(S(\tau)=e^{\tau H_0}e^{-\tau(H_0+V)}\) obeys \(dS/d\tau=-V(\tau)S\) with \(S(0)=1\). Iterating the integrated equation and using \(Z={\rm Tr}[e^{-\beta H_0}S(\beta)]\),
\[
\frac Z{Z_0}=\sum_k(-1)^k\int_{\tau_1>\dots>\tau_k}\langle V(\tau_1)\cdots V(\tau_k)\rangle_0 .
\]
The Fock space is finite, so the series converges like an exponential series for every \(U\) and \(\beta\). Each \(V\) supplies \(\frac U2\sum_{s_i}\). \(H_0=H_{0\uparrow}+H_{0\downarrow}\) with commuting parts, and densities of opposite spin commute at all times, so the average is a product of two one-spin averages. For one spin, multiplying out over subsets \(S\subseteq\{1,\dots,k\}\) and applying Lemma 1 with \(G_{ij}=g(\tau_i-\tau_j)\),
\[
\Big\langle T\prod_i\big(n(\tau_i)-\alpha_i\big)\Big\rangle_0=\sum_S\prod_{i\notin S}(-\alpha_i)\,\det G_S ,
\]
where \(G_S\) is the principal submatrix on \(S\). Row \(i\) of \(G-{\rm diag}(\alpha)\) is row \(i\) of \(G\) plus \(-\alpha_i\) times the unit row \(e_i\). The determinant is linear in each row, and a unit row \(e_i\) deletes row and column \(i\) with cofactor sign \((-1)^{2i}=+1\). So \(\det(G-{\rm diag}\,\alpha)\) is the same sum. \(\square\)

A relabelling of vertices permutes rows and columns together and leaves each determinant unchanged. A configuration is therefore a set of vertices \((\tau_i,s_i)\), and a new vertex can be stored last whatever its time.

## Insertion and removal

**Lemma 2.** Add a vertex \((\tau,s)\), with \(R_j=g(\tau-\tau_j)\), \(C_i=g(\tau_i-\tau)\), \(d_\sigma=n_0-\alpha_\sigma(s)\). For one spin, with \(M=D^{-1}\) and \(r=d-RMC\),
\[
\begin{pmatrix}D&C\\R&d\end{pmatrix}=\begin{pmatrix}1&0\\RM&1\end{pmatrix}\begin{pmatrix}D&0\\0&r\end{pmatrix}\begin{pmatrix}1&MC\\0&1\end{pmatrix},
\]
as multiplication shows: the lower right entry is \(RMC+r=d\). The outer factors have determinant 1, so the determinant ratio is \(r\). Inverting the three factors in reverse order gives
\[
M'=\begin{pmatrix}M+MCRM/r&-MC/r\\-RM/r&1/r\end{pmatrix}.
\]
Read backwards, removal of the last vertex multiplies the determinant by \(1/r\), the corner of \(M'\), and the old inverse is the block minus column times row over corner, since \((-MC/r)(-RM/r)\,r=MCRM/r\). By relabelling this holds for any vertex \(j\): the ratio is \(M_{jj}\) and the new inverse is \(M_{il}-M_{ij}M_{jl}/M_{jj}\). An insertion ratio and either update need \(O(k^2)\) operations. \(\square\)

**Proof of (b).** The chain samples \(|w|\). Insertion and removal are each attempted with probability \(\tfrac12\), and a removal attempt at \(k=0\) leaves the state unchanged. A \(k\)-vertex cell has weight \(|w_k|\,d\tau_1\cdots d\tau_k\), and the cell with the added vertex has \(|w_{k+1}|\,d\tau_1\cdots d\tau_k\,d\tau\). The insertion is proposed with probability \(\frac{d\tau}\beta\cdot\frac12\) and its reverse with \(\frac1{k+1}\). Detailed balance holds with acceptance \(\min(1,|R_{\rm ins}|)\), where
\[
R_{\rm ins}=\frac{w_{k+1}\,d\tau}{w_k}\cdot\frac{1/(k+1)}{d\tau/(2\beta)}=\Big(-\frac U2\Big)r_\uparrow r_\downarrow\frac{2\beta}{k+1}=-\frac{\beta U}{k+1}r_\uparrow r_\downarrow .
\]
The factor \(d\tau\) cancels, so no time step remains. Removal from \(k\) to \(k-1\) is the reciprocal with \(k+1\to k\) and \(1/r_\sigma=M^\sigma_{jj}\). \(\square\)

The sign of \(w\) is multiplied by the sign of each accepted ratio, and a physical average is \(\langle O\,{\rm sgn}\rangle_{|w|}/\langle{\rm sgn}\rangle_{|w|}\). For \(N\) interacting sites each vertex carries a site, \(g\) becomes \(g_{ij}\), the proofs of (a) to (c) carry over with \(V\) summed over the sites, and a uniform choice of site replaces \(\beta U\) by \(N\beta U\) in the ratios of (b).

## Mean order

**Proof of (c).** Put \(Z(\lambda)={\rm Tr}\,e^{-\beta(H_0+\lambda V)}\) at fixed \(H_0\). The \(k\)-th Dyson term acquires \(\lambda^k\), so \(Z(\lambda)=Z_0\sum_kc_k\lambda^k\) and \(\langle k\rangle=\partial_\lambda\ln Z|_{\lambda=1}\). By cyclicity \(\partial_\lambda{\rm Tr}(H_0+\lambda V)^m=m\,{\rm Tr}[V(H_0+\lambda V)^{m-1}]\), and summing the exponential series gives \(\partial_\lambda Z=-\beta\,{\rm Tr}[Ve^{-\beta(H_0+\lambda V)}]\). Inserting \(V=U(n_\uparrow n_\downarrow-\tfrac12n+\tfrac14-\delta^2)\) gives the last form. \(\square\)

*Remark 1 (price of the shift).* Because \(V_\delta=V_{\delta=0}-U\delta^2\), \(Z_\delta(\lambda)=e^{\lambda x}Z_{\delta=0}(\lambda)\) with \(x=\beta U\delta^2\). The coefficients are convolved with \(x^m/m!\), and \(\langle k\rangle\) rises by exactly \(x\). Applying \(\lambda\partial_\lambda\) twice gives the variance \(\langle k\rangle+\partial_\lambda^2\ln Z\), whose second term does not depend on \(\delta\).

*Remark 2 (signed average).* \(P(k)=c_k/\sum c\) is a probability only if all \(c_k\ge0\). Whenever some weights \(w_k\) are negative, which can happen even when the integrals \(c_k\) are positive, \(\langle k\rangle=\langle k\,{\rm sgn}\rangle_{|w|}/\langle{\rm sgn}\rangle_{|w|}\) in general differs from the visited order \(\langle k\rangle_{|w|}\). The cost depends on the orders visited and, for updates quadratic in \(k\), follows \(\langle k^2\rangle_{|w|}\). If some \(c_k\) are negative, \(\langle k\rangle\) can itself be negative. For an empty impurity \(x_\uparrow x_\downarrow\to\tfrac14\), so \(\langle k\rangle\to-\beta U/4\) at \(\delta=0\). In this limit Lemma 3 below gives the visited order \(+\beta U/4\) at \(\delta=0\), while at \(\delta=\tfrac12\) no weight is negative and (c) gives \(0\), so the visited order need not grow with \(\delta\). Since \(x_\uparrow x_\downarrow\le\tfrac14\), \(\delta\ge\tfrac12\) gives \(\langle k\rangle\ge0\).

*Remark 3 (insertion estimator).* Average \(-\beta Ur_\uparrow r_\downarrow\) over the proposal \(\frac1{2\beta}\sum_s\int d\tau\) and over \(k\)-vertex configurations with weight \(w_k\). The integrand becomes \(w_k(-U/2)r_\uparrow r_\downarrow=w_{k+1}\), and each \((k+1)\)-vertex set is produced \(k+1\) times. The signed average is \(\sum_k(k+1)c_{k+1}/\sum c=\langle k\rangle\), provided \(w_k\ne0\) almost everywhere.

## The sign

**Lemma 3 (\(\delta=0\)).** Here \(D^\uparrow=D^\downarrow\) is real, so \(w_k=(-U/2)^k(\det D)^2\) has sign \((-1)^k\) and \(\sum|c_k|\mu^k=Z(-\mu)/Z_0\). Therefore \(\langle{\rm sgn}\rangle_{|w|}=Z(1)/Z(-1)\), and \(\langle k\rangle_{|w|}=\partial_\mu\ln Z(-\mu)|_{\mu=1}=+\beta\langle V\rangle\) evaluated in the attractive model \(H_0-V\). \(\square\)

**Lemma 4 (\(\delta\ge\tfrac12\)).** \(\prod_i(-s_i)\det D^\uparrow\) and \(\prod_is_i\det D^\downarrow\) both lie in \([(\delta-\tfrac12)^k,(\delta+\tfrac12)^k]\).

*Proof.* Let \(h\) be the one-body matrix and \(v_0\) the impurity orbital. Orthonormalise \(v_0,hv_0,h^2v_0,\dots\) in sequence. \(hv_j\) lies in the span of \(v_0,\dots,v_{j+1}\), so \(v_l^{\rm T}hv_j=0\) for \(l>j+1\), and by symmetry for \(j>l+1\): \(h\) is an open chain that starts at the impurity. If the sequence ends early, the remaining orbitals are decoupled and cancel against their factor in \(Z_0\). Choosing the signs of \(v_1,v_2,\dots\) in turn makes every hopping negative. In the occupation basis of one spin, with creators ordered along the chain, \(c_j^\dagger c_{j+1}\) passes no other occupied orbital and has elements 0 or \(+1\). All off-diagonal elements of \(H_{0\sigma}\) are then \(\le0\), the matrix \(1-\tau H_{0\sigma}/m\) is non-negative for large \(m\), and so is the limit \(e^{-\tau H_{0\sigma}}\) of its \(m\)-th power. The vertex factors are diagonal in this basis:
\[
-s\big(n_\uparrow-\alpha_\uparrow(s)\big)=\delta-s\,x_\uparrow,\qquad s\big(n_\downarrow-\alpha_\downarrow(s)\big)=\delta+s\,x_\downarrow ,
\]
and with \(x_\sigma=\pm\tfrac12\) their entries are \(\delta\pm\tfrac12\ge0\). Inserting basis states at each vertex writes the one-spin average as a sum over world-line configurations of non-negative propagator products, which total 1 when the vertex factors are dropped, times \(k\) numbers from \([\delta-\tfrac12,\delta+\tfrac12]\). \(\square\)

Since \(\prod_i(-s_i)\prod_is_i=(-1)^k\), the product of determinants has sign \((-1)^k\), which cancels that of \((-U/2)^k\). For \(\delta>\tfrac12\) all weights are strictly positive and every configuration is connected to \(k=0\). Moreover \(-sr_\uparrow\) and \(sr_\downarrow\) are averages of one more vertex factor over the same positive sum, so they lie in \([\delta-\tfrac12,\delta+\tfrac12]\) and the estimator of Remark 3 is bounded.

**Lemma 5 (particle-hole symmetry).** If \(u_a^2\) is symmetric under \(\epsilon\to-\epsilon\), as for \(e_0=0\) and bath levels in pairs \(\pm\epsilon\) with equal hybridisation, then for \(0<\tau<\beta\), \(g(-\tau)=-\sum_au_a^2f(-\epsilon_a)e^{-\epsilon_a\tau}=-g(\tau)\), and \(n_0=\tfrac12\). The matrix \(A=G-\tfrac12\) is antisymmetric, so \(D^\downarrow=A+\delta\,{\rm diag}(s)=-(A-\delta\,{\rm diag}(s))^{\rm T}=-(D^\uparrow)^{\rm T}\), and \(w_k=(U/2)^k(\det D^\uparrow)^2\ge0\). \(\square\)

Lemmas 3 to 5 prove (d). In the symmetric case at \(\delta=0\), \(\det A=\det(-A^{\rm T})=(-1)^k\det A\) vanishes for odd \(k\). A chain of single insertions cannot leave \(k=0\), so with these moves a nonzero \(\delta\) is needed for ergodicity and not for the sign.

*Remark 4 (between the limits).* With \(a=n_0-\tfrac12\), \(w_1=-\frac U2(a-s\delta)(a+s\delta)=\frac U2(\delta^2-a^2)\) and \(c_1=\beta U(\delta^2-a^2)\). So \(\delta\ge|a|\) is necessary for non-negative weights. For \(\delta<\tfrac12\) the entry \(\delta-\tfrac12\) is negative, so the world-line sum of Lemma 4 no longer fixes the sign. It still gives the bound \(|\det D^\sigma|\le(\delta+\tfrac12)^k\).

*Remark 5 (geometry).* The proof of Lemma 4 uses one basis in which all interacting densities are diagonal and the hopping is an open chain. It covers a single impurity and an open Hubbard chain. It does not cover interacting sites on a loop, where the closing bond carries the sign of the occupied orbitals that it passes.

## Worked example

Take round model parameters \(U=2\) eV, \(\epsilon_d=-0.5\) eV (so \(e_0=0.5\) eV), bath levels \(-1,0,1\) eV, each coupled to the impurity by \(-0.5\) eV, and \(\beta=4\ {\rm eV}^{-1}\) (\(T\approx2900\) K), so \(\beta U=8\). Diagonalising \(h\) gives levels \(-1.184,-0.272,0.553,1.403\) eV with weights \(u_a^2=0.116,0.200,0.315,0.369\), and the sum for \(g(0)\) gives \(n_0=0.29701\), \(a=-0.20299\). The chain form has levels \(0.5,0,0,0\) eV and hoppings \(-0.866,-0.8165,-0.5774\) eV, the first being \(-\sqrt3\times0.5\) eV.

**One move at \(\delta=0.6\).** Take \(\tau=(3,1)\ {\rm eV}^{-1}\), \(s=(+,-)\). The sum for \(g\) gives \(g(2)=0.21371=-g(-2)\), the second equality from antiperiodicity. The diagonal entries are \(a\mp0.6=-0.80299\) and \(0.39701\):
\[
D^\uparrow=\begin{pmatrix}-0.80299&0.21371\\-0.21371&0.39701\end{pmatrix},\qquad D^\downarrow=\begin{pmatrix}0.39701&0.21371\\-0.21371&-0.80299\end{pmatrix}.
\]
Both determinants are \(-0.80299\times0.39701+0.21371^2=-0.27312\), with the sign \(-1\) of Lemma 4 and magnitude inside \([0.1^2,1.1^2]\). With \(U/2=1\) eV, \(w_2=0.27312^2=0.07459\ {\rm eV}^2\). Insert \(\tau=2\), \(s=+\): \(R=(g(-1),g(1))=(-0.32314,0.2086)\) and \(C=(0.2086,-0.32314)^{\rm T}\). For spin up, \({\rm adj}(D^\uparrow)C=(0.15187,0.30406)^{\rm T}\), its product with \(R\) is \(0.01435\), and division by \(-0.27312\) gives \(RMC=-0.05254\), so \(r_\uparrow=-0.80299+0.05254=-0.75045\). For spin down, \({\rm adj}(D^\downarrow)C=(-0.09845,-0.08371)^{\rm T}\) gives the same \(0.01435\), and \(r_\downarrow=0.39701+0.05254=0.44955\). Then \(w_3=-w_2r_\uparrow r_\downarrow\times1\ {\rm eV}=0.02517\ {\rm eV}^3\) and \(R_{\rm ins}=\frac83\times0.75045\times0.44955=0.8996\), the acceptance probability.

**Orders.** Gauss-Legendre quadrature of \(w_k\) over ordered times gives \((c_1,c_2,c_3)=(-0.32965,0.57258,-0.13737)\) at \(\delta=0\), \((0.39035,0.59444,0.25165)\) at \(\delta=0.3\) and \((2.55035,3.77040,4.12587)\) at \(\delta=0.6\). The Taylor coefficients of \(Z(\lambda)/Z_0\), from Fock-space matrix exponentials on the circle \(|\lambda|=1\) and a discrete Fourier transform, have the same values to these digits. Remark 4 gives \(c_1=8(0.36-0.0412)=2.550\), and Remark 1 with \(x=2.88\) gives \(c_2=0.5726-2.88\times0.3297+2.88^2/2=3.770\) and \(Z/Z_0=1.21392\,e^{2.88}=21.625\), where 1.21392 is \(Z/Z_0\) at \(\delta=0\).

**Mean order.** Exact diagonalisation of \(H\) gives \(\langle n\rangle=0.82982\) and \(\langle n_\uparrow n_\downarrow\rangle=0.07867\). Part (c) gives \(8(\delta^2-0.25+0.41491-0.07867)=0.690+8\delta^2\), whereas \(U\langle n_\uparrow n_\downarrow\rangle=0.157\) eV is positive and would give a negative order. CT-INT runs of 40000 steps, with standard errors from 20 bins, give:

| \(\delta\) | \(\langle V\rangle\) (eV) | \(-\beta\langle V\rangle\) | signed \(\langle k\rangle\), CT-INT | \(\langle{\rm sgn}\rangle\), CT-INT |
|---|---|---|---|---|
| 0 | −0.1725 | 0.690 | 0.677 ± 0.023 | 0.548 ± 0.007 |
| 0.3 | −0.3525 | 1.410 | 1.396 ± 0.045 | 0.9934 ± 0.0012 |
| 0.6 | −0.8925 | 3.570 | 3.512 ± 0.042 | 1 |

At \(\delta=0\), diagonalising \(H_0\pm V\) gives \(Z(1)/Z(-1)=0.553\) and \(\langle k\rangle_{|w|}=1.167\); the run visits \(1.167\pm0.028\), well above the signed 0.690. Raising \(e_0\) to 3 eV gives the signed value \(-1.53\) by diagonalisation, on the way to the empty limit \(-\beta U/4=-2\).

At \(\delta=0.3>|a|\) first order is positive, but 3023 of 16000 configurations drawn uniformly, in equal numbers for \(k=1,\dots,8\), have negative weight, so \(\delta\ge|a|\) is not sufficient. The mean sign is still 0.993. The two numbers refer to different measures: the chain weights by \(|w|\) and sits near \(k=1.4\). For these parameters \(\delta=0.3\) has a signed mean order lower by \(2.88-0.72=2.16\) than \(\delta=0.6\) and loses under 1% of the mean sign relative to 1. Part (d) gives no guarantee for this \(\delta\), so the mean sign has to be measured again at other \(\beta\) or \(U\).

At \(\delta=0.6\) the insertion estimator gives \(3.526\pm0.032\). The exact \(P(0)=1/21.625=0.0462\) and \(P(1)=2.5504/21.625=0.1179\) compare with \(0.0493\pm0.0024\) and \(0.1259\pm0.0038\). The sampled histogram lies above the exact one for \(k\le2\) and below it for \(k=4\) to 7, and the largest gap, \(0.1166\pm0.0032\) against \(0.1265\) at \(k=5\), is 3.1 standard errors, while the mean is low by 1.4. The histogram entries come from one chain and are correlated, and a standard error estimated from 20 bins is itself uncertain by about \(1/\sqrt{2\cdot19}\approx16\%\), so the largest of nine such ratios should not be read as an independent Gaussian deviation. The low mean accounts for only part of the gap: tilting \(P(k)\) by \(e^{\theta k}\) to shift the mean by \(-0.058\) changes \(P(5)\) by \(0.1265\times(5-3.57)\times(-0.058)/4.45=-0.0024\), against the observed \(-0.0099\). The binned errors of this run are on the low side: the scatter among independent chains puts the standard error for 40000 steps near 0.06 for \(\langle k\rangle\) and 0.004 for \(P(5)\), which makes the gap about 2.6 standard errors, and about \(5\times10^5\) steps give \(P(5)=0.127\pm0.001\), in agreement with the exact value. The exact variance is 4.45, of which \(4.45-3.57=0.88\) is the \(\delta\)-independent term. Inverting (c) with the exact \(\langle n\rangle\), \(\langle n_\uparrow n_\downarrow\rangle=0.36-0.25+0.4149-3.512/8=0.086\pm0.005\), where the binned standard error is about 7% of the exact 0.0787 (about 10% with the larger error on \(\langle k\rangle\)) and the deviation from it about 9%.

**A loop.** Take three interacting sites with hopping \(-t\), \(t=1\) eV, level \(-2\) eV in \(H_0\), the same \(U\) and \(\beta\), and \(\delta=0.51\). Place \(s=+\) vertices on sites 0, 1, 2 at \(\tau=3.333,2,0.667\ {\rm eV}^{-1}\), spaced by \(\beta/3\) around the time circle. Lemma 4 would require \(\det D^\uparrow<0\). For the open chain \(\det D^\uparrow=-2.149\times10^{-3}\), \(\det D^\downarrow=0.9641\) and \(w_3=+2.07\times10^{-3}\ {\rm eV}^3\). With the bond between sites 0 and 2 added, \(\det D^\uparrow=+4.577\times10^{-4}\), \(\det D^\downarrow=1.0004\) and \(w_3=-4.58\times10^{-4}\ {\rm eV}^3\). The negative path lies in the sector with two up fermions. The hole operators \(h_i=c_i^\dagger\) turn \(-tc_i^\dagger c_j\) into \(+th_j^\dagger h_i\), a matrix with eigenvalue \(2t\) on the uniform state and \(-t\) on the other two. Its propagator between different sites is \((e^{-2t\tau}-e^{t\tau})/3<0\). The factor \(\delta-sx_\uparrow\) is 1.01 on an empty site and 0.01 on a filled one, so the vertices favour the hole on sites 0, 1, 2 in turn, and the closed path has three negative factors. A site gauge changes two of the three factors at once and cannot remove this sign. A larger \(\delta\) brings the two entries \(\delta\pm\tfrac12\) closer in ratio and weakens the pinning, at the price of a term \(N\beta U\delta^2\) in the signed mean order.

Numbers in the example were calculated in double precision.
